The fourth-root law for irreversible nucleation on a one-dimensional lattice

**1. Definitions and conventions**

Atoms land at random on a one-dimensional lattice at a rate F per site. An adatom hops to each of its two neighbouring sites at a rate D. Its mean square displacement grows as 2Dt, so D is also the diffusivity in sites² per unit time. Lengths are counted in sites. The coverage θ = Ft is the number of atoms deposited per site.

Two adatoms that meet on a site form an island. The island neither moves nor dissolves: nucleation is irreversible and the smallest stable island is a pair. Islands are treated as points that occupy one site and absorb every adatom reaching them. Nothing evaporates. N is the number of islands per site, and a gap is the stretch between neighbouring islands, with mean length 1/N.

The result is asymptotic. For F/D → 0 at fixed θ,

N = B (θF/D)^(1/4),

where B is a pure number. The first derivation gives the power, the second the power and B.

**2. First derivation: a clock and a length**

Suppose that islands are present and that adatoms are rare, so that a gap seldom holds two of them and almost never three. An adatom in a gap of length L lives for a time of order L²/D, and atoms arrive in the gap at the rate FL. The mean number present is therefore of order FL³/D, which must be small. This will be verified from the result.

A nucleation event then needs two landings. Let the first atom land at x, and the second at y a time a later. Let K(Da; x, x′) be the probability density that the first atom is then at x′, not yet captured. It depends on time through Da alone, because D sets the speed of the walk. Let P(x′, y) be the probability that the two atoms meet before either reaches an island. It depends on the paths and not on the speed, so it contains neither F nor D. The nucleation rate in the gap is

W = F² ∫dx ∫dy ∫dx′ ∫₀^∞ da K(Da; x, x′) P(x′, y).

With b = Da, da = db/D, this becomes

W = (F²/D) ∫dx ∫dy ∫dx′ ∫₀^∞ db K(b; x, x′) P(x′, y).

The remaining integral is fixed by the gap length. The same factor F²/D multiplies the rate of nucleation at any chosen place. If time is replaced by the clock

η = F²t/D = θF/D,

the growing pattern of islands obeys rules free of F and D.

For long gaps the lattice spacing also drops out, because two walkers on a line have a finite chance of meeting however fine the lattice is. The integral in W then has the dimension length⁴: three position integrals give length³, db gives length², and K gives 1/length. Since W dt is a number, η has the dimension length⁻⁴.

Let N₀ be the island density when this regime begins. By dimensions,

N = η^(1/4) Ψ(N₀ η^(−1/4)).

As growth proceeds the argument tends to zero. It also does so for F/D → 0 at fixed θ: section 5 shows that N₀ is of order (F/D)^(1/3), so the argument scales as (F/D)^(1/12). If the pattern forgets its start, Ψ tends to a finite, nonzero constant B, and

N = B η^(1/4) = B (θF/D)^(1/4).

The opening supposition can now be checked. With L = 1/N,

FL³/D = (F/D) B⁻³ (θF/D)^(−3/4) = B⁻³ θ^(−3/4) (F/D)^(1/4),

which vanishes in the limit taken.

**3. Second derivation: solving the gaps**

*One atom.* Between islands at 0 and L the mean adatom density n obeys D n″ = −F with n(0) = n(L) = 0. Two integrations give

n(x) = F x(L − x)/(2D).

Its integral, the mean number of adatoms in the gap, is FL³/(12D).

*Two atoms.* Measure positions in units of L and put g(x) = x(1 − x)/2, so that n = (FL²/D) g. Let the atoms be at x < y, with pair density (F²L⁴/D²) ρ(x, y). Pairs are created when an atom lands at y while another is at x, or the reverse. In the steady state

ρ_xx + ρ_yy = −[g(x) + g(y)],

with ρ = 0 at x = 0, at y = 1 and on the diagonal x = y, where the atoms meet.

On the lattice, a meeting at site k comes from the pairs (k−1, k) and (k, k+1), each by one hop at rate D. Since ρ vanishes on the diagonal, the two densities are proportional to −ρ_x and ρ_y there. The nucleation rate between u and u + du is thus (F²L⁴/D) r(u) du, with

r(u) = ρ_y − ρ_x at x = y = u.

To solve for ρ, set σ = x + y − 1 and δ = y − x. Then g(x) = 1/8 − (σ − δ)²/8 and g(y) = 1/8 − (σ + δ)²/8, so the equation reads

2(ρ_σσ + ρ_δδ) = −(1 − σ² − δ²)/4.

A particular solution is ψ = −δ²(1 − σ²)/16, because ψ_δδ = −(1 − σ²)/8 and ψ_σσ = δ²/8. It vanishes on the diagonal as δ², and so contributes nothing to r.

The remainder v = ρ − ψ is harmonic, vanishes on the diagonal, and equals −ψ on the legs. At x = 0, where δ = y and σ = y − 1, this is

v(0, y) = y³(2 − y)/16.

At y = 1 it is the same function of 1 − x. Extend v to the whole square by v(y, x) = −v(x, y), and write v = (y − x)/16 + w. On the leg x = 0,

w(0, y) = β(y) = −(y − 2y³ + y⁴)/16,

which is unchanged by y → 1 − y. Hence w(x, 1) = β(x), and the odd extension gives −β on the other two sides.

The second derivative is β″ = 3y(1 − y)/4. The sine coefficients of y(1 − y) are 8/(πk)³ for odd k and zero for even k, so those of β″ are 6/(πk)³. As β vanishes at both ends, division by −(πk)² gives β_k = −6/(πk)⁵. The harmonic function with these boundary values is

w = Σ β_k [sin kπy sinh kπ(½ − x) − sin kπx sinh kπ(½ − y)] / sinh(kπ/2),

summed over odd k, as are all sums below. On the diagonal v_x = −v_y, so r = 2v_y = 1/8 + 2w_y. Differentiation gives

r(u) = 1/8 − (12/π⁴) Σ [cos kπu sinh kπ(½ − u) + sin kπu cosh kπ(½ − u)] / [k⁴ sinh(kπ/2)].

At u = 0 the sum is Σ1/k⁴ = π⁴/96, so r(0) = 0, as it must be next to an absorbing island. The derivative is

r′(u) = (24/π³) Σ sin kπu sinh kπ(½ − u) / [k³ sinh(kπ/2)].

It also vanishes at u = 0. Nucleation therefore favours the middle of a gap: r(1/2) = 0.0715 and r(1/4) = 0.0420.

The bracket in r is the derivative of −cos kπu cosh kπ(½ − u)/(kπ), and its integral from 0 to 1 is 2cosh(kπ/2)/(kπ). Therefore

c = ∫₀¹ r du = 1/8 − (24/π⁵) Σ coth(kπ/2)/k⁵ = 0.03913,

and a gap nucleates at the rate cF²L⁴/D. Dividing by the landing rate FL times the mean occupation FL³/(12D) gives 12c = 0.470. This is the chance, averaged over the positions of both, that an atom landing in a gap that already holds another one meets it before either is captured. It does not depend on L.

*Many gaps.* Each nucleation cuts a gap L into uL and (1 − u)L, with u drawn from p(u) = r(u)/c. Let M_s be the sum of L^s over all gaps, per site, and let

q_s = 2⟨u^s⟩,

the average being over p. By the symmetry of p, a cut replaces L^s by q_s L^s on average. With A = cF²/D,

dM_s/dt = A (q_s − 1) M_(s+4).

Here M₀ = N and M₁ = 1. The latter is conserved, since q₁ = 1.

Assume that the distribution of LN becomes stationary, with moments m_s, so that M_s = N^(1−s) m_s and m₀ = m₁ = 1. Since q₀ = 2, the equation for s = 0 is

dN/dt = A m₄ N⁻³.

Integration gives N⁴ = 4A m₄ t plus a constant that becomes negligible. With At = cθF/D,

N = (4c m₄)^(1/4) (θF/D)^(1/4).

The fourth power of N arises as follows: the L⁴ of the gap rate gives N⁻⁴, the N gaps per site turn this into dN/dt ∝ N⁻³, and integration gives N⁴.

*The number m₄.* Inserting M_s = N^(1−s) m_s for general s gives (1 − s) m₄ m_s = (q_s − 1) m_(s+4), or

m_(s+4) = m₄ m_s (s − 1)/(1 − q_s).

Put G = (4m₄)^(1/4). Because Γ(z + 1) = zΓ(z), a solution is

m_s = C G^s Γ((s − 1)/4) ∏_(j≥0) (1 − q_(s+4j)).

The product converges: r and r′ vanish at the ends and r′ is bounded, so q_s falls at least as fast as 1/s².

The recursion alone would allow an extra factor of period 4 in s. Moments of a positive distribution exclude it, because ln m_s is convex in s. The slope of ln m_s within one step of 4 lies between the mean slopes of the preceding and following steps. These approach each other at large s, since the recursion factor at s + 4 divided by that at s tends to 1. The values between the steps are thereby fixed at large s, and the recursion carries them down. The solution above has the required large-s behaviour.

The two conditions m₀ = m₁ = 1 determine C and G. For s = 0, Γ(−1/4) = −4Γ(3/4) and 1 − q₀ = −1, so

m₀ = 4C Γ(3/4) ∏_(j≥1) (1 − q_(4j)).

For s = 1 + ε, Γ(ε/4) ≈ 4/ε and 1 − q_s ≈ 2εΛ, with Λ = ⟨−u ln u⟩. Their product is 8Λ, and

m₁ = 8ΛCG ∏_(j≥1) (1 − q_(4j+1)).

Equating the two gives

G = [Γ(3/4)/(2Λ)] ∏_(j≥1) (1 − q_(4j))/(1 − q_(4j+1)).

Numerical quadrature over p yields Λ = 0.3068 and 0.8896 for the product. Hence G = 1.777, m₄ = G⁴/4 = 2.490, and

B = c^(1/4) G = 0.790.

If all gaps were equal, m₄ would be 1 and the prefactor (4c)^(1/4) = 0.63. The spread of gap lengths raises N by the factor m₄^(1/4) = 1.26, because long gaps nucleate far more often than short ones.

**4. What each derivation assumes**

Both derivations need irreversible pairs, point islands, long gaps and at most two adatoms in a gap. Both also need the start to be forgotten. The first puts this into the finite limit of Ψ; the second puts it into the stationary distribution of LN.

The first uses no diffusion profile and no statistics of gaps, and for that reason it cannot give B. Its power does not require capture at both ends of a gap: it would survive if every island captured adatoms on its left side and reflected them on its right. It would fail if islands only reflected adatoms, because the first atom would then stay in the gap until it met another, and the integral over its age would diverge. The second uses perfect absorption at both ends of the gap and the position of each nucleation event. In return it gives B and the gap moments.

Both derivations also treat the adatom density in a gap as steady: the first lets the age a of the first atom run to infinity in a fixed gap, and the second solves for steady densities. The relaxation time is of order L²/D, and the time between nucleations in the gap is D/(cF²L⁴). Their ratio is of order F²L⁶/D², which scales as (F/D)^(1/2) at fixed θ and so vanishes in the limit.

Neither derivation uses a local law of mass action. Such a law would set dN/dt ∝ Dn² with n ∝ F/(DN²), which leads to dN/dt ∝ F²/(DN⁴) and N ∝ (θF/D)^(1/5). In one gap it gives a rate of order Dn²L, or F²L⁵/D, which exceeds the true order F²L⁴/D by a factor L. A walker on a line keeps returning to sites it has visited, and mass action counts these returns as fresh chances to find a partner.

**5. The early limit**

Before gaps exist, the adatom density is nearly Ft. Let h(z, t) be the density of adatom pairs at separation z > 0. The separation diffuses with 2D, and landings create pairs at the rate 2F·Ft:

∂h/∂t = 2D ∂²h/∂z² + 2F²t, with h = 0 at z = 0 and at t = 0.

A Laplace transform in time, with variable λ, gives

ĥ = (2F²/λ³)[1 − exp(−z√(λ/2D))].

The meeting rate is 2D ∂h/∂z at z = 0, with transform 2√2 F²√D λ^(−5/2). Dividing by λ integrates over time, and inversion gives

N = [2√2/Γ(7/2)] F²√D t^(5/2) = 0.85 θ^(5/2) (D/F)^(1/2).

This holds for τ = θ(D/F)^(1/3) ≪ 1, provided that Dt = θD/F ≫ 1, so that the adatoms have made many hops and the lattice spacing does not matter. In the same variable the two limits are

early: N = 0.85 (F/D)^(1/3) τ^(5/2)
late: N = 0.79 (F/D)^(1/3) τ^(1/4)

They cross near τ = 1, where neither limit is accurate yet. The fourth-root law requires θ ≫ (F/D)^(1/3); around and below that coverage it greatly overestimates N.

**6. Finite F/D**

A kinetic Monte Carlo simulation follows every adatom, with no assumption about gaps or pairs. On a ring of 24 000 sites at θ = 0.5, with one run for each F/D, it gives

F/D = 10⁻⁴: N = 0.0587, or 0.88 of the law
F/D = 10⁻⁵: N = 0.0348, or 0.93 of the law
F/D = 10⁻⁶: N = 0.0203, or 0.97 of the law

A straight-line fit of ln N against ln(F/D) has slope 0.230, not 0.250. Over this range the fitted power is an effective one, and by itself it separates 1/4 from 1/5 only weakly. The approach of N to the law with its calculated prefactor is the stronger evidence, although the last run holds only about 490 islands and its distance from the law is uncertain by a few per cent. The law leaves out the remnant of the transient, the relaxation of the adatom density, third atoms and the finite lattice spacing; the simulation does not show which of these causes the deficit.

At τ = 0.5 the same runs give 0.15, 0.15 and 0.11 of the fourth-root law. The last value rests on only about 18 islands and is the least certain of the three. The early formula would give 0.23. It is too high because it ignores the loss of adatoms: in units of (F/D)^(1/3) it predicts N = 0.15, which would already have used 0.30 of the 0.50 deposited.

**7. A worked example**

Take round model parameters: site spacing 0.4 nm, hopping barrier E = 0.5 eV, attempt rate 10¹³ s⁻¹ in each direction, F = 0.01 s⁻¹ per site and θ = 0.1. At 400 K,

D = 10¹³ exp(−E/k_BT) s⁻¹ = 5.02 × 10⁶ s⁻¹
F/D = 1.99 × 10⁻⁹
N = 0.790 × (1.99 × 10⁻¹⁰)^(1/4) = 2.97 × 10⁻³ per site.

The mean spacing 1/N is 337 sites, or 135 nm. The transient coverage (F/D)^(1/3) is 1.3 × 10⁻³, well below θ, and a gap of mean length holds 0.006 adatoms on average. Both conditions are met. In section 6 the simulation lay a few per cent below the law at a similar τ, so the third digits of the densities and spacings given here serve only for following the arithmetic. Real islands one atom high would cover about a tenth of the line, an effect the point model leaves out.

At 500 K, D rises to 9.12 × 10⁷ s⁻¹ and N falls to 1.44 × 10⁻³ per site, a spacing of 696 sites or 278 nm. Since N ∝ D^(−1/4), the density varies as exp(E/4k_BT). A plot of ln N against 1/T thus has an apparent energy of 0.125 eV, a quarter of the barrier. This holds only while pairs do not dissolve. A pair with binding energy E_b opens at a rate of order D exp(−E_b/k_BT), and its two atoms escape meeting again with a chance of order 1/L. A third atom arrives at a rate of order FL. Irreversibility therefore needs exp(E_b/k_BT) ≫ D/(FL²). With L = 1/N, k_BT ln(D/FL²) is about 0.3 eV at 400 K and 0.4 eV at 500 K, and E_b must lie well above these values. For weaker bonds neither the law nor the quarter of the barrier applies. The flux acts as weakly: sixteen times the deposition rate at the same coverage doubles the number of islands.
